# Landau's energy-loss transform and the most probable loss, derived twice

## What the mean loss gets wrong

A fast ion crossing a thin layer gives energy to electrons in many independent collisions. Suppose the mean number with a single loss between \(\varepsilon\) and \(\varepsilon+d\varepsilon\) is

\[
w(\varepsilon)\,d\varepsilon=\frac{\xi}{\varepsilon^2}\,d\varepsilon ,\qquad \varepsilon>\varepsilon_c,\qquad \xi=ax ,
\]

where \(x\) is the thickness and \(a\) a constant. The mean total loss is \(\int\varepsilon w\,d\varepsilon=\xi\int d\varepsilon/\varepsilon\), which diverges at the upper end. A real upper limit makes it finite, but rare hard collisions still weigh on it. For the 200 MeV protons in 300 µm of silicon treated below, the mean loss is 255 keV while the most probable loss is 207 keV. Placing the peak of a measured spectrum at the mean would put it 47 keV too high, 23% of the true peak position.

The result needed is the distribution of the total loss \(\Delta\). For \(\xi\gg\varepsilon_c\) and no upper limit on \(\varepsilon\), its density is

\[
f(\Delta)=\frac{\varphi(\lambda)}{\xi},\quad
\varphi(\lambda)=\frac1{2\pi i}\int_{c-i\infty}^{c+i\infty}e^{u\ln u+\lambda u}\,du,\quad
\lambda=\frac{\Delta}{\xi}-\ln\frac{\xi}{\varepsilon_c}-1+\gamma ,
\]

with \(c>0\) and \(\gamma=-\int_0^\infty e^{-t}\ln t\,dt\) Euler's constant. If \(\varphi\) peaks at \(\lambda_0\), the most probable loss is

\[
\Delta_{mp}=\xi\left[\ln\frac{\xi}{\varepsilon_c}+j\right],\qquad j=1-\gamma+\lambda_0 .
\]

Since \(\xi\propto x\), this is thickness times a logarithm of thickness.

**Origin of the inverse square.** An ion of charge \(ze\) and speed \(v=\beta c\) passes a free electron of mass \(m\) at distance \(b\). With \(r_e\) the classical electron radius, the Coulomb force is \(zr_emc^2/r^2\). Its transverse part gives the impulse

\[
q=zr_emc^2\int_{-\infty}^{\infty}\frac{b\,dt}{(b^2+v^2t^2)^{3/2}}=\frac{2zr_emc^2}{bv}.
\]

At relativistic speed the transverse field is stronger by \(\gamma_L=(1-\beta^2)^{-1/2}\) and lasts shorter by the same factor, so \(q\) is unchanged. Then

\[
\varepsilon=\frac{q^2}{2m}=\frac{2z^2r_e^2mc^2}{\beta^2b^2},\qquad
d\sigma=\pi|d(b^2)|=\frac{2\pi z^2r_e^2mc^2}{\beta^2}\frac{d\varepsilon}{\varepsilon^2}.
\]

Multiplying by the electron density \(n_e\) and by \(x\) gives \(\xi=2\pi z^2r_e^2mc^2n_ex/\beta^2\). This holds for losses far above binding energies and far below the largest loss that kinematics allows.

## First derivation: count collisions and invert

Divide the energy axis into narrow bins. A bin at \(\varepsilon\) receives \(n\) collisions with Poisson probability and mean \(\mu=w\,d\varepsilon\). Its factor in the average of \(e^{-p\Delta}\), for \(\mathrm{Re}\,p>0\), is

\[
\sum_n e^{-\mu}\frac{\mu^n}{n!}e^{-np\varepsilon}=\exp[-\mu(1-e^{-p\varepsilon})].
\]

The bins are independent, so the factors multiply:

\[
\langle e^{-p\Delta}\rangle=e^{-\Phi(p)},\qquad
\Phi(p)=\xi\int_{\varepsilon_c}^\infty\frac{1-e^{-p\varepsilon}}{\varepsilon^2}\,d\varepsilon .
\]

Integrate by parts, using \(d\varepsilon/\varepsilon^2=-d(1/\varepsilon)\). With \(z_c=p\varepsilon_c\) and \(E_1(s)=\int_s^\infty e^{-t}dt/t\),

\[
\Phi=\xi p\left[\frac{1-e^{-z_c}}{z_c}+E_1(z_c)\right].
\]

For small \(s\), another integration by parts gives \(E_1(s)=-e^{-s}\ln s+\int_s^\infty e^{-t}\ln t\,dt\), which tends to \(-\ln s-\gamma\). The next term follows from \(E_1'=-e^{-s}/s=-1/s+1-\dots\), so \(E_1=-\ln s-\gamma+s+\dots\). Also \((1-e^{-s})/s=1-s/2+\dots\). Hence

\[
\Phi=\xi p\left[1-\gamma-\ln(p\varepsilon_c)+\tfrac12p\varepsilon_c+\dots\right].
\]

The inverse transform is \(f=(2\pi i)^{-1}\int e^{p\Delta-\Phi}dp\). Put \(u=\xi p\), so \(dp=du/\xi\) and \(\ln(p\varepsilon_c)=\ln u-\ln(\xi/\varepsilon_c)\). The exponent becomes

\[
u\frac{\Delta}{\xi}-u(1-\gamma)+u\ln u-u\ln\frac{\xi}{\varepsilon_c}-\frac{\varepsilon_c}{2\xi}u^2
=u\ln u+\lambda u-\frac{\varepsilon_c}{2\xi}u^2 .
\]

Dropping the last term gives Landau's transform. Keeping it to first order replaces \(\varphi\) by \(\varphi-(\varepsilon_c/2\xi)\varphi''\), because each factor \(u\) is a derivative in \(\lambda\). The maximum then moves in \(\lambda\) by \((\varepsilon_c/2\xi)\varphi'''/\varphi''\), evaluated at \(\lambda_0\). In energy this is a fixed multiple of \(\varepsilon_c\), independent of thickness.

**A real integral for \(\varphi\).** With \(u=re^{i\theta}\), \(\mathrm{Re}(u\ln u)=r(\cos\theta\ln r-\theta\sin\theta)\), which tends to \(-\infty\) at large \(r\) in the left half-plane and dominates \(\lambda u\). The contour can therefore be folded around the cut on the negative axis. On the lower edge \(u=te^{-i\pi}\), with \(t\) running from \(\infty\) to 0 and \(u\ln u=-t\ln t+i\pi t\). On the upper edge \(t\) runs back and the sign of \(i\pi t\) is reversed. Since \(du=-dt\) on both, the edges add to

\[
\varphi(\lambda)=\frac1{2\pi i}\int_0^\infty e^{-\lambda t-t\ln t}\left(e^{i\pi t}-e^{-i\pi t}\right)dt
=\frac1\pi\int_0^\infty e^{-\lambda t-t\ln t}\sin(\pi t)\,dt .
\]

The peak satisfies \(\int_0^\infty t\,e^{-\lambda_0t-t\ln t}\sin(\pi t)\,dt=0\). Gauss–Legendre quadrature with a root search gives \(\lambda_0=-0.2228\), so \(j=0.2000\). The full width at half maximum is 4.019 in \(\lambda\). A scan from \(\lambda=-3\) to 60 in steps of 0.05 shows one maximum.

**The two tails.** For large positive \(\lambda\), small \(t\) dominates and \(\sin\pi t\approx\pi t\), so \(\varphi\approx\int_0^\infty te^{-\lambda t}dt=1/\lambda^2\). In energy units this is \(f\approx\xi/(\lambda\xi)^2\), the single-collision spectrum: a very large loss comes mostly from one hard collision. Convergence is slow because of the factor \(e^{-t\ln t}\); at \(\lambda=500\) the quadrature gives \(\lambda^2\varphi=1.021\).

For large negative \(\lambda\), the exponent \(u\ln u+\lambda u\) is stationary where \(\ln u+1+\lambda=0\), at \(u_s=e^{-1-\lambda}\). Its value there is \(-u_s\) and its second derivative is \(1/u_s\). The Gaussian integral along the imaginary direction gives

\[
\varphi\approx\sqrt{u_s/2\pi}\;e^{-u_s}.
\]

The mean number of collisions with loss above \(\xi/u_s\) is \(\int_{\xi/u_s}^\infty\xi\,d\varepsilon/\varepsilon^2=u_s\), so \(e^{-u_s}\) is the chance that none of them occurs. A loss well below the peak needs most of these collisions to be missing (at \(\lambda=-4\) about 15% of them remain on average), and their number grows exponentially with \(-\lambda\), which is why this side falls so steeply. The picture is only a guide: with all of them removed the mean still lies at \(\lambda+\gamma\), so the softer collisions must be thinned as well.

## Second derivation: rescale and stack layers

This route finds the logarithm before any transform is inverted. Measure energy in units of \(\xi\), with \(e=\varepsilon/\xi\). The mean number of collisions in \(de\) is \(de/e^2\), starting at \(e=1/R\), where \(R=\xi/\varepsilon_c\). The law of \(\Delta/\xi\) therefore depends on \(R\) alone. Define

\[
y=\frac{\Delta}{\xi}-\ln R .
\]

**The law of \(y\) settles as \(R\) grows.** Lower the cutoff at fixed \(\xi\), raising \(R\) to \(R'\). This adds an independent sum \(S\) of soft losses, in units of \(\xi\), with mean and variance

\[
\int_{1/R'}^{1/R}\frac{de}{e}=\ln\frac{R'}{R},\qquad
\int_{1/R'}^{1/R}e^2\frac{de}{e^2}=\frac1R-\frac1{R'} .
\]

The mean is what the new \(\ln R'\) subtracts. Thus \(y'=y+\eta\), where \(\eta\) has zero mean and variance below \(1/R\). The soft collisions shift the loss but hardly broaden it.

To make this a statement about transforms, use a property of Poisson counts. Since \(n\mu^n/n!=\mu\,\mu^{n-1}/(n-1)!\), one has \(\langle nF(n)\rangle=\mu\langle F(n+1)\rangle\) for any \(F\) for which the averages exist. Apply it to each bin of a sum \(T\) of losses with spectrum \(w\), taking \(e^{-uT}\) as the function and adding over bins:

\[
\langle Te^{-uT}\rangle=\langle e^{-uT}\rangle\int e\,w(e)e^{-ue}de,
\quad\text{so}\quad
\frac{d}{du}\ln\langle e^{-uT}\rangle=-\int e\,w(e)e^{-ue}de .
\]

For \(T=S\), the bounds \(1-ue\le e^{-ue}\le1\) place this derivative between minus the mean and minus the mean plus \(u\) times the variance. Integration from 0 to \(u\) gives \(0\le\ln\langle e^{-u\eta}\rangle\le u^2/(2R)\). Hence \(\ln\langle e^{-uy}\rangle\) converges, uniformly on any bounded range of \(u\ge0\), to a continuous function \(H(u)\).

The limiting law of \(y\) contains neither thickness nor cutoff. If its density peaks at \(y=j\), then \(\Delta_{mp}=\xi[\ln(\xi/\varepsilon_c)+j]\). The logarithm is the mean of the soft losses, expressed in units of the scale \(\xi\) that grows with thickness.

**Stacking fixes the shape.** Put layers \(\xi_1\) and \(\xi_2\) together, with \(\xi=\xi_1+\xi_2\). Their losses are independent and add. Inserting \(\Delta=\xi y+\xi\ln(\xi/\varepsilon_c)\) for the stack and for each layer, the terms in \(\varepsilon_c\) cancel:

\[
\xi y=\xi_1y_1+\xi_2y_2+\xi_1\ln\xi_1+\xi_2\ln\xi_2-\xi\ln\xi .
\]

Multiply by \(-p\), exponentiate, average and take the logarithm. With \(u_i=\xi_ip\) and \(u=u_1+u_2\), the terms in \(\ln p\) cancel as well, so

\[
H(u)=H(u_1)+H(u_2)-u_1\ln u_1-u_2\ln u_2+u\ln u .
\]

Thus \(K(u)=H(u)-u\ln u\) obeys \(K(u_1+u_2)=K(u_1)+K(u_2)\). A continuous function with this property is linear, so \(H=u\ln u+Cu\).

One number remains. For finite \(R\), the derivative formula with \(w=1/e^2\) gives

\[
\frac{d}{du}\ln\langle e^{-uy}\rangle=\ln R-E_1(u/R)\;\to\;\ln u+\gamma .
\]

At \(u=1\) the limit is \(\gamma\), while \(H'(1)=1+C\). Hence \(C=\gamma-1\). Since \(\lambda=y-1+\gamma\),

\[
\langle e^{-u\lambda}\rangle=e^{u(1-\gamma)}e^{u\ln u+(\gamma-1)u}=e^{u\ln u},
\]

which is Landau's transform. It continues analytically to \(\mathrm{Re}\,u>0\), and its inverse is the \(\varphi\) found before.

**Thickness doubling at a finite cutoff.** The same Poisson property gives a recursion on a lattice of energies. If \(r_k\) is the mean number of losses of \(k\) steps and \(f_n\) the probability of a total of \(n\) steps, then \(nf_n=\sum_k k\,r_kf_{n-k}\), with \(f_0=e^{-\xi/\varepsilon_c}\). Solving it with 19.5 steps per \(\varepsilon_c\) gives these peaks, in units of \(\varepsilon_c\):

| \(\xi/\varepsilon_c\) | recursion | formula |
|---|---|---|
| 50 | 205.07 | 205.60 |
| 100 | 480.00 | 480.52 |
| 200 | 1099.17 | 1099.66 |

The gap stays near half of \(\varepsilon_c\) while the peak grows fivefold, in line with the thickness-independent shift found in the first derivation, \(\tfrac12\varepsilon_c\varphi'''/\varphi''=-0.535\,\varepsilon_c\). The slow drift of the gap in the table comes from the lattice, which overstates the mean loss by about \(\xi/(12\cdot19.5^2)\), or \(0.04\,\varepsilon_c\) in the last row. The law also implies \(\Delta_{mp}(2x)=2\Delta_{mp}(x)+2\xi\ln2\), with \(\xi\) taken at \(x\). From 100 to 200 the excess over doubling is 139.2 in the recursion and 138.6 in the formula.

## What each derivation assumes

Both need independent collisions, a rate unaffected by the energy already lost, and \(\xi\gg\varepsilon_c\). The first uses the full Poisson transform. It accepts any single-loss spectrum, and it supplies the correction in \(\varepsilon_c/\xi\).

The second leans on the scale invariance of \(d\varepsilon/\varepsilon^2\) and on the additivity of layers. It uses Poisson statistics for a bound and for one constant. It shows why details of the soft spectrum drop out: at leading order their mean matters and their variance does not. It fails as soon as another energy scale, such as an upper limit, affects the peak. Integrating its derivative formula over all \(u\), instead of using one value, would lead back to the first route.

A simple picture agrees with both. The mean number of collisions above \(\xi\) is \(\int_\xi^\infty\xi\,d\varepsilon/\varepsilon^2=1\), and those below \(\xi\) have mean sum \(\xi\ln(\xi/\varepsilon_c)\). The full calculation adds \(0.200\,\xi\).

**The upper limit.** Let no loss exceed \(E_{max}\). A history with \(\Delta<E_{max}\) contains no larger collision anyway. In the uncut model the chance of having none is \(e^{-\xi/E_{max}}\), so cutting the spectrum multiplies \(f\) below \(E_{max}\) by \(e^{\xi/E_{max}}\). The peak stays put if \(\Delta_{mp}<E_{max}\). In the opposite limit, \(\xi\gg E_{max}\), the variance \(\int\varepsilon^2w\,d\varepsilon\approx\xi E_{max}\) comes from many collisions, and the central limit theorem gives a Gaussian about the mean.

## Protons through a silicon wafer

Take 200 MeV protons and 300 µm of silicon. The density 2.33 g/cm³, the molar mass 28.09 g/mol and the mean excitation energy \(I=170\) eV are inputs set for this example, not reference data. With 14 electrons per atom, \(n_e=6.993\times10^{23}\) cm⁻³. The speed gives \(\beta^2=0.3205\) and \(2mc^2\beta^2\gamma_L^2=482.1\) keV. Then

\[
\xi=\frac{2\pi r_e^2mc^2n_ex}{\beta^2}=16.69\ \text{keV}.
\]

The soft losses enter through their mean. The restricted Bethe formula, taken here as an input, gives the mean loss in collisions below \(\varepsilon_1\ll E_{max}\) as \(\xi[\ln(2mc^2\beta^2\gamma_L^2\varepsilon_1/I^2)-\beta^2]\). Setting this equal to \(\xi\ln(\varepsilon_1/\varepsilon_c)\) yields

\[
\varepsilon_c=\frac{I^2e^{\beta^2}}{2mc^2\beta^2\gamma_L^2}=\frac{170^2\,e^{0.3205}}{482\,130}\ \text{eV}=0.0826\ \text{eV}.
\]

This lies far below the electronic excitation energies used below. It is a parameter that reproduces a mean, not a threshold. For Landau's distribution, including its width, to be justified in silicon, \(\xi\) must therefore be large compared with the binding energies, not merely with \(\varepsilon_c\). The peak is

\[
\Delta_{mp}=16.687\,(12.2162+0.2000)\ \text{keV}=207.2\ \text{keV},
\]

and the full width at half maximum is \(4.019\,\xi=67\) keV. Kinematics, with proton mass \(M\), gives \(E_{max}=2mc^2\beta^2\gamma_L^2/[1+2\gamma_Lm/M+(m/M)^2]=481.5\) keV, above the peak. Near this limit the spectrum carries a relativistic factor \(1-\beta^2\varepsilon/E_{max}\), also an input. It makes the mean loss \(\xi[\ln(E_{max}/\varepsilon_c)-\beta^2]=254.6\) keV.

At fixed proton energy, Landau's formula gives a peak loss per unit thickness of 614, 652 and 691 eV/µm for 75, 150 and 300 µm. Each doubling adds \((\xi/x)\ln2\), about 39 eV/µm. With the shells and the upper limit treated below, the two steps are 34 and 35 eV/µm.

Real silicon breaks the assumption of a structureless soft spectrum. To size this, let shells with 2, 8 and 4 electrons have energies 1840, 296 and 17 eV; the outer two values in this list are rough, and the middle one is set so that the electron-weighted mean of \(\ln E_i\) is \(\ln I\). A shell with electron fraction \(f_i\) has \(f_i\xi[\ln(2mc^2\beta^2\gamma_L^2/E_i)-\beta^2]/E_i\) distant collisions of loss \(E_i\), and the spectrum \(f_i\xi/\varepsilon^2\) above \(E_i\). Numerical inversion of its transform gives these peak shifts at 300 µm:

- Binding alone: +1.1 keV.
- \(E_{max}\) with the relativistic factor, without binding: −0.4 keV.
- Both together: +0.7 keV, with the width rising from 67 to 68 keV. This is a partial cancellation: binding alone gives 69 keV, and the upper limit with its factor alone gives 66 keV.

Evaluating Landau's formula at the energy left after half the mean loss moves the peak by +0.1 keV. Raising \(I\) by 5 eV moves it by −1.0 keV, so an error of that size in this input matters about as much as binding. At 75 µm the combined model gives 46.8 keV against Landau's 46.0 keV, a difference of 1.8%, compared with 0.3% at 300 µm. These figures concern the peak only. The width suffers more in thin layers, because the variance of the distant collisions grows as \(\xi\), while the square of Landau's width grows as \(\xi^2\). At 75 µm the model gives 19 keV against Landau's 16.8 keV. The three-shell model shows sizes only. Its \(\sum f_iE_i\) is 437 eV, while the dipole sum rule of a Hartree–Fock silicon atom gives 632 eV, and it ignores the orbital motion of the electrons in close collisions. Variants that mend one or both give a binding shift of 1.3 to 1.4 keV and a combined width of 69 to 71 keV at 300 µm, and a combined peak shift of 0.6 to 0.8 keV at 75 µm.

The density effect, shell corrections to the Bethe formula, channelling and path lengthening by scattering are left out. The first is not negligible beside the shifts listed above: an estimate with one oscillator per shell lowers the peak at 300 µm by 0.2 to 0.3 keV. The result is energy lost by the proton; the energy deposited in the wafer is smaller when fast electrons escape. For slow, heavy implanted ions, collisions with nuclei and changes of ionic charge invalidate the model, and the formula should not be used there.
